# Two derivations of Temkin's ratio law for exposed layer fractions at coexistence: verification in Python

```python
"""
Result under test: at coexistence a minimum of Temkin's free energy per column,
    F/kT = sum_n A c_n (1 - c_n) + sum_n x_n ln x_n ,   x_n = c_n - c_(n+1),
obeys  x_n / x_(n-1) = exp(-A (1 - 2 c_n)).
c_n : coverage of layer n          x_n : fraction of columns ending in layer n
A   : z J / kT, with z = 4 lateral neighbours and J the energy of one lateral
      solid-vacant contact (half a bond)
drive : (chemical potential difference)/kT, zero at coexistence
Arrays x list the exposed levels from the lowest to the highest.
"""
import numpy as np
from scipy.constants import k as k_B, e as charge
from scipy.optimize import brentq

rng = np.random.default_rng(12)


def layer_coverages(x):
    """Coverage of each layer lying between two successive exposed levels."""
    return np.cumsum(x[..., ::-1], axis=-1)[..., ::-1][..., 1:]


def free_energy(x, A, drive=0.0):
    c = layer_coverages(x)
    return (np.sum(A * c * (1 - c) - drive * c, axis=-1)
            + np.sum(x * np.log(x), axis=-1))


def minimise(start, A, drive=0.0):
    """Exponentiated-gradient descent; derivatives by complex step from F."""
    x = start / start.sum()
    h = 1e-30
    for _ in range(30000):
        slope = free_energy(x + 1j * h * np.eye(x.size), A, drive).imag / h
        new = x * np.exp(-slope + x @ slope)
        new /= new.sum()
        change = np.max(np.abs(new / x - 1))
        x = new
        if change < 1e-11:
            return x
    raise AssertionError("descent did not converge")


def symmetric_profile(A, half_filled, levels):
    """Shooting solution of the ratio law, symmetric about its centre.
    half_filled: a layer of coverage 1/2 sits at the centre;
    otherwise an exposed level sits at the centre."""
    def upper_half(s, count):
        x = [s]
        c = 0.5 - s if half_filled else 0.5 * (1 - s)
        for _ in range(count - 1):
            x.append(x[-1] * np.exp(-A * (1 - 2 * c)))
            c -= x[-1]
        return np.array(x), c
    top = 0.5 if half_filled else 1.0
    s = brentq(lambda v: upper_half(v, 400)[1], 1e-6, top,
               xtol=1e-17, rtol=1e-15)
    up = upper_half(s, levels)[0]
    lower = up[::-1] if half_filled else up[:0:-1]
    return np.concatenate([lower, up])


def hessian(x, A):
    """Second derivatives of F/kT with respect to the layer coverages."""
    off = -1 / x[1:-1]
    return (np.diag(-2 * A + 1 / x[1:] + 1 / x[:-1])
            + np.diag(off, 1) + np.diag(off, -1))


def negative_directions(x, A):
    scale = 1 / np.sqrt(1 / x[1:] + 1 / x[:-1])
    return int(np.sum(np.linalg.eigvalsh(
        hessian(x, A) * np.outer(scale, scale)) < 0))


def monte_carlo(K, size, sweeps, burn):
    """Metropolis sampling of the energy K * sum |h - h'| on a square lattice.
    Returns per-sweep adatom-side coverage, exposed fractions, mean height."""
    h = np.zeros((size, size), dtype=int)
    i, j = np.indices(h.shape)
    colours = [(i + j) % 2 == p for p in (0, 1)]
    record = []
    for sweep in range(sweeps):
        for mask in colours:
            step = 2 * rng.integers(0, 2, h.shape) - 1
            trial = h + step
            cost = np.zeros_like(h)
            for shift, axis in ((1, 0), (-1, 0), (1, 1), (-1, 1)):
                nb = np.roll(h, shift, axis)
                cost += np.abs(trial - nb) - np.abs(h - nb)
            accept = (rng.random(h.shape) < np.exp(-K * cost)) & mask
            h = h + step * accept
        if sweep >= burn:
            record.append((0.5 * np.mean(h != 0), np.mean(h == 0),
                           0.5 * np.mean(np.abs(h) == 1), np.mean(h)))
    return np.array(record)


# ---- bond counting on an explicit crystal, chemical potential -3 bonds ----
size = 12
h = rng.integers(1, 7, (size, size))
solid = h[:, :, None] > np.arange(8)
bonds = sum(np.sum(solid & np.roll(solid, 1, a)) for a in (0, 1))
bonds += np.sum(solid[:, :, 1:] & solid[:, :, :-1])
steps = sum(np.sum(np.abs(h - np.roll(h, 1, a))) for a in (0, 1))
assert 2 * (3 * solid.sum() - bonds) == steps + 2 * size**2

# ---- mean energy and variational bound by enumerating a 3 x 3 surface ----
A_small = 3.0
grid = np.indices((3,) * 9).reshape(3, 3, -1)
contacts = sum(np.abs(grid - np.roll(grid, 1, a)).sum(axis=(0, 1))
               for a in (0, 1))
p = np.array([0.5, 0.2, 0.3])
weight = np.prod(p[grid], axis=(0, 1))
mean_energy = A_small / 4 * np.sum(weight * contacts) / 9
cp = layer_coverages(p)
assert abs(mean_energy - A_small * np.sum(cp * (1 - cp))) < 1e-11
F_enumerated = -np.log(np.sum(np.exp(-A_small / 4 * contacts))) / 9
F_bound = free_energy(minimise(np.array([0.5, 0.3, 0.2]), A_small), A_small)
assert F_enumerated < F_bound

# ---- example parameters ----
J_eV, spacing_nm, T = 0.12, 0.2, 1000.0
kT = k_B * T / charge
K = J_eV / kT
A = 4 * K

# ---- ratio law at directly found minima ----
heights = np.arange(-6, 7)
start = np.exp(-0.5 * np.abs(heights - 0.3))
worst = 0.0
minima = {}
for a in (3.0, A):
    x = minimise(start, a)
    law = np.exp(-a * (1 - 2 * layer_coverages(x)))
    worst = max(worst, np.max(np.abs(x[1:] / x[:-1] / law - 1)))
    minima[a] = x
assert worst < 1e-7
x = minima[A]
centre = int(np.argmax(x))
c = layer_coverages(x)
c_above, c_below = c[centre], c[centre - 1]
tail_ratio = x[centre + 3] / x[centre + 2]
assert abs(tail_ratio / np.exp(-A) - 1) < 1e-3
assert np.all(np.diff(x[:centre + 1]) > 0) and np.all(np.diff(x[centre:]) < 0)

drive = 0.1
x_driven = minimise(x, A, drive)
law = np.exp(-A * (1 - 2 * layer_coverages(x_driven)) + drive)
assert np.max(np.abs(x_driven[1:] / x_driven[:-1] / law - 1)) < 1e-7
driven_factor = layer_coverages(x_driven)[centre] / c_above

# ---- minimum against saddle ----
barriers = {}
for a in (2.0, 3.0, A):
    flat = symmetric_profile(a, False, 30)
    half = symmetric_profile(a, True, 30)
    barriers[a] = free_energy(half, a) - free_energy(flat, a)
assert 0 < barriers[2.0] < barriers[3.0] < barriers[A]
for a in (3.0, A):
    flat = symmetric_profile(a, False, 6)
    half = symmetric_profile(a, True, 6)
    assert negative_directions(flat, a) == 0
    assert negative_directions(half, a) == 1
    m = int(np.argmax(minima[a]))
    assert np.allclose(minima[a][m - 2:m + 3], flat[3:8], rtol=1e-4)
    for profile in (flat, half):
        y = profile / profile.sum()
        r = rng.normal(size=y.size)
        dx = y * (r - y @ r)
        dc = layer_coverages(dx)
        t = 1e-3
        second = (free_energy(y + t * dx, a) + free_energy(y - t * dx, a)
                  - 2 * free_energy(y, a)) / t**2
        form = dc @ hessian(y, a) @ dc
        assert abs(second - form) < 1e-4 * np.sum(dx**2 / y)
half_example = symmetric_profile(A, True, 6)

# ---- diffuse limit: logistic profile, error falling as A squared ----
deviation = {}
for a in (0.5, 0.25):
    wide = symmetric_profile(a, True, 300)
    n = np.arange(0, 60)
    cn = layer_coverages(wide)[299:299 + n.size]
    deviation[a] = np.max(np.abs(cn - 1 / (1 + np.exp(a * n))))
    if a == 0.5:
        pos = np.arange(wide.size) - (wide.size - 1) / 2
        rms_wide = np.sqrt(np.sum(wide * pos**2))
order_ratio = deviation[0.5] / deviation[0.25]
assert 3.5 < order_ratio < 4.5
rms_logistic = np.pi / (np.sqrt(3) * 0.5)
assert abs(rms_wide / rms_logistic - 1) < 0.03

# ---- neglected effects for the example ----
data = monte_carlo(K, 64, 9000, 600)
mc_c, mc_x0, mc_x1, mc_height = data.mean(axis=0)
blocks = data[:, 0].reshape(20, -1).mean(axis=1)
mc_error = blocks.std(ddof=1) / np.sqrt(20)
assert np.max(np.abs(data[:, 3])) < 0.1
pair_series = np.exp(-4 * K) + 4 * np.exp(-6 * K)
assert mc_c - c_above > 5 * mc_error
assert abs(mc_c - pair_series) < 0.5 * (mc_c - c_above)
softer = symmetric_profile(0.9 * A, False, 12)
soft_factor = layer_coverages(softer)[11] / c_above

rms = np.sqrt(np.sum(x * (np.arange(x.size) - centre)**2))

print(f"contact energy J = {J_eV:.3f} eV (rough)")
print(f"layer spacing = {spacing_nm:.2f} nm (rough)")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"J/kT = {K:.4f}, A = 4J/kT = {A:.4f}")
print(f"mixing energy prefactor A kT = {A * kT:.3f} eV")
print("minimum of F at the example's A:")
for d in range(-2, 3):
    print(f"  exposed fraction, level {d:+d} = {x[centre + d]:.5e}")
print(f"  coverage of layer below/above level 0: {c_below:.6f} / {c_above:.6f}")
print(f"  ratio x(+1)/x(0) from minimum = {x[centre + 1] / x[centre]:.6e}")
print(f"  exp(-A(1-2c)), c above level 0 = {np.exp(-A * (1 - 2 * c_above)):.6e}")
print(f"  ratio x(0)/x(-1) from minimum = {x[centre] / x[centre - 1]:.4f}")
print(f"  exp(-A(1-2c)), c below level 0 = {np.exp(-A * (1 - 2 * c_below)):.4f}")
print(f"  tail ratio x(+3)/x(+2) = {tail_ratio:.6e}, exp(-A) = {np.exp(-A):.6e}")
print(f"  rms height = {rms:.5f} layers = {rms * spacing_nm:.5f} nm")
print(f"largest relative error of ratio law, all layers = {worst:.1e}")
print(f"half-filled saddle: two central exposed fractions = {half_example[5]:.5f}")
print(f"barrier per column at example's A = {barriers[A]:.4f} kT"
      f" = {1000 * barriers[A] * kT:.2f} meV")
print(f"barrier at A=3: {barriers[3.0]:.3e} kT; at A=2: {barriers[2.0]:.3e} kT")
print("other temperatures (flat minimum):")
for temp in (600.0, 800.0, 1200.0):
    a = 4 * J_eV * charge / (k_B * temp)
    prof = symmetric_profile(a, False, 12)
    print(f"  {temp:.0f} K: A = {a:.3f}, x(0) = {prof[11]:.6f},"
          f" x(+1) = {prof[12]:.4e}")
print(f"diffuse limit, largest coverage error of logistic:"
      f" A=0.5 {deviation[0.5]:.2e}, A=0.25 {deviation[0.25]:.2e}")
print(f"  ratio of these errors = {order_ratio:.3f}")
print(f"  rms width at A=0.5: {rms_wide:.4f} layers,"
      f" logistic {rms_logistic:.4f} layers")
print(f"3x3 surface, 3 levels, A=3: F/kT per column enumerated"
      f" {F_enumerated:.4f}, mean field {F_bound:.4f}")
print("neglected effects at the example's temperature:")
print(f"  Monte Carlo coverage above level 0 = {mc_c:.5f} +/- {mc_error:.5f}")
print(f"  Monte Carlo / mean-field coverage = {mc_c / c_above:.3f}")
print(f"  single adatoms plus pairs, low-T series = {pair_series:.5f}")
print(f"  Monte Carlo x(+1)/x(0) = {mc_x1 / mc_x0:.5f}; ratio law with"
      f" Monte Carlo c = {np.exp(-A * (1 - 2 * mc_c)):.5f}")
print(f"  vacancy weight exp(-6J/kT) = {np.exp(-6 * K):.2e};"
      f" relative to adatom = {np.exp(-2 * K):.4f}")
print(f"  J lowered by 10%: coverage above level 0 times {soft_factor:.3f}")
print(f"  supersaturation {drive:.1f} kT: same coverage times"
      f" {driven_factor:.3f}")
print("no test failed")
```

Running it gives:

```
contact energy J = 0.120 eV (rough)
layer spacing = 0.20 nm (rough)
temperature = 1000 K, kT = 0.08617 eV
J/kT = 1.3925, A = 4J/kT = 5.5702
mixing energy prefactor A kT = 0.480 eV
minimum of F at the example's A:
  exposed fraction, level -2 = 1.50527e-05
  exposed fraction, level -1 = 3.95034e-03
  exposed fraction, level +0 = 9.92069e-01
  exposed fraction, level +1 = 3.95034e-03
  exposed fraction, level +2 = 1.50527e-05
  coverage of layer below/above level 0: 0.996035 / 0.003965
  ratio x(+1)/x(0) from minimum = 3.981915e-03
  exp(-A(1-2c)), c above level 0 = 3.981915e-03
  ratio x(0)/x(-1) from minimum = 251.1354
  exp(-A(1-2c)), c below level 0 = 251.1354
  tail ratio x(+3)/x(+2) = 3.809840e-03, exp(-A) = 3.809838e-03
  rms height = 0.08957 layers = 0.01791 nm
largest relative error of ratio law, all layers = 2.4e-12
half-filled saddle: two central exposed fractions = 0.49805
barrier per column at example's A = 0.7033 kT = 60.61 meV
barrier at A=3: 1.201e-01 kT; at A=2: 8.819e-03 kT
other temperatures (flat minimum):
  600 K: A = 9.284, x(0) = 0.999814, x(+1) = 9.3078e-05
  800 K: A = 6.963, x(0) = 0.998083, x(+1) = 9.5740e-04
  1200 K: A = 4.642, x(0) = 0.978988, x(+1) = 1.0405e-02
diffuse limit, largest coverage error of logistic: A=0.5 2.00e-03, A=0.25 5.02e-04
  ratio of these errors = 3.986
  rms width at A=0.5: 3.6160 layers, logistic 3.6276 layers
3x3 surface, 3 levels, A=3: F/kT per column enumerated -0.2296, mean field -0.1119
neglected effects at the example's temperature:
  Monte Carlo coverage above level 0 = 0.00509 +/- 0.00002
  Monte Carlo / mean-field coverage = 1.285
  single adatoms plus pairs, low-T series = 0.00475
  Monte Carlo x(+1)/x(0) = 0.00513; ratio law with Monte Carlo c = 0.00403
  vacancy weight exp(-6J/kT) = 2.35e-04; relative to adatom = 0.0617
  J lowered by 10%: coverage above level 0 times 1.787
  supersaturation 0.1 kT: same coverage times 1.111
no test failed
```
